\section*{The radial Coulomb problem in D dimensions as a harmonic oscillator, part 1}

(Sections cited here and not found follow in the second part.)

\section{The radial problem}

\noindent Q: I am told that hydrogen is a harmonic oscillator in disguise. One has levels that crowd together below a threshold and the other has an evenly spaced ladder, so I doubt it. Before anything is mapped, which equation do you call the Coulomb problem in $D$ dimensions?

\medskip\noindent A: One particle of unit mass moves without relativity and without spin in $D$ space dimensions, $D\ge 2$ an integer, in the field of a fixed centre. In Hartree atomic units ($\hbar=m_e=e^2/4\pi\epsilon_0=1$) the equation is
\begin{equation}
-\tfrac12\nabla^2\psi-\frac{Z}{r}\,\psi=E\,\psi ,\qquad r=(x_1^2+\dots+x_D^2)^{1/2}.
\end{equation}
The potential is $-Z/r$ for every $D$. This is a definition. The potential that obeys Gauss's law in $D$ dimensions falls as $r^{2-D}$ (a logarithm for $D=2$) and coincides with $1/r$ only for $D=3$.

\medskip\noindent Q: I know the centrifugal term $l(l+1)$ in three dimensions. I do not want to guess it for general $D$.

\medskip\noindent A: Let $P(x)$ be a homogeneous polynomial of degree $l=0,1,2,\dots$ with $\nabla^2P=0$, and let $f$ depend on $r$ only. From $\partial_i r=x_i/r$ one has $\partial_i f=f'x_i/r$. Differentiating again and summing over $i$,
\begin{equation}
\nabla^2 f=\sum_i\Big[f''\frac{x_i^2}{r^2}+\frac{f'}{r}-f'\frac{x_i^2}{r^3}\Big]=f''+\frac{D-1}{r}f' .
\end{equation}
Homogeneity gives Euler's relation $x\cdot\nabla P=lP$, so $\nabla f\cdot\nabla P=l f'P/r$. The product rule with $\nabla^2P=0$ then yields
\begin{equation}
\nabla^2(fP)=P\Big[f''+\frac{D-1+2l}{r}f'\Big].\label{fP}
\end{equation}
The function $Y=P/r^l$ depends on direction only. Write $\psi=R(r)Y$, that is $f=r^{-l}R$, so that
\begin{equation}
f'=r^{-l}\Big(R'-\frac{l}{r}R\Big),\qquad f''=r^{-l}\Big(R''-\frac{2l}{r}R'+\frac{l(l+1)}{r^2}R\Big).
\end{equation}
In the bracket of \eqref{fP} the coefficient of $R'/r$ is $-2l+(D-1+2l)=D-1$, and that of $R/r^2$ is $l(l+1)-l(D-1+2l)=-l(l+D-2)$. We have thus the identity, for $R=r^lf$,
\begin{equation}
R''+\frac{D-1}{r}R'-\frac{l(l+D-2)}{r^2}R=r^{l}\Big[f''+\frac{D-1+2l}{r}f'\Big],\label{strip}
\end{equation}
and the radial equation
\begin{equation}
-\frac12\Big[R''+\frac{D-1}{r}R'-\frac{l(l+D-2)}{r^2}R\Big]-\frac{Z}{r}R=E R .\label{C}
\end{equation}
The norm is $\int_0^\infty R^2r^{D-1}dr$, with $R$ real and $Y$ normalised on the sphere. For $D=3$ the centrifugal constant is $l(l+1)$; for $D=2$ it is $l^2$ with $l=|m|$. The numerical check tests the radial operator against a Cartesian Laplacian taken by numerical differentiation, in dimensions 2, 3, 4, 5, 6 and 8.

\section{The change of variable}

\noindent Q: Now the substitution. Written as $r=\rho^2$ it equates a length with the square of something. What is $\rho$?

\medskip\noindent A: Put $r=\rho^2/b$ with $b$ a fixed length, so that $\rho$ is a length too, and define $F(\rho)=R(\rho^2/b)$ with no prefactor. The map is one to one from $r>0$ to $\rho>0$. Primes on $R$ mean $d/dr$ and primes on $F$ mean $d/d\rho$. Since $dr/d\rho=2\rho/b$, one has $d/dr=(b/2\rho)\,d/d\rho$, and
\begin{align}
R'&=\frac{b}{2\rho}F',\\
R''&=\frac{b}{2\rho}\frac{d}{d\rho}\Big(\frac{b}{2\rho}F'\Big)=\frac{b^2}{4\rho^2}\Big(F''-\frac1\rho F'\Big),\\
\frac{D-1}{r}R'&=(D-1)\frac{b}{\rho^2}\,\frac{b}{2\rho}F'=\frac{b^2}{4\rho^2}\,\frac{2D-2}{\rho}F',\\
\frac{l(l+D-2)}{r^2}R&=l(l+D-2)\frac{b^2}{\rho^4}F=\frac{b^2}{4\rho^2}\,\frac{4l(l+D-2)}{\rho^2}F .
\end{align}
All kinetic terms share the factor $b^2/4\rho^2$. Multiply \eqref{C} by its inverse $4\rho^2/b^2$, which is positive and finite for $\rho>0$, so that no solution is gained or lost. The potential term becomes $-(Zb/\rho^2)(4\rho^2/b^2)F=-(4Z/b)F$ and the right side becomes $(4E/b^2)\rho^2F$. Moving each of these two terms across the equality sign gives
\begin{equation}
-\frac12\Big[F''+\frac{2D-3}{\rho}F'-\frac{4l(l+D-2)}{\rho^2}F\Big]-\frac{4E}{b^2}\rho^2F=\frac{4Z}{b}F ,\label{mid}
\end{equation}
where $2D-3=(2D-2)-1$ collects the two first-derivative terms.

\medskip\noindent Q: I see a term in $\rho^2$. That alone does not make it an oscillator in some definite dimension with some definite angular momentum. What fixes those?

\medskip\noindent A: By the first section, with $d$ and $L$ in place of $D$ and $l$, the isotropic oscillator of unit mass and frequency $\omega$ has the radial equation
\begin{equation}
-\frac12\Big[F''+\frac{d-1}{\rho}F'-\frac{L(L+d-2)}{\rho^2}F\Big]+\frac12\omega^2\rho^2F=\varepsilon F .\label{O}
\end{equation}
Equations \eqref{mid} and \eqref{O} have the same coefficient of $F''$, so they are the same equation exactly when the coefficients of $F'/\rho$, $F/\rho^2$, $\rho^2F$ and $F$ agree separately. The first gives $d-1=2D-3$. With this $d$ the second reads $L(L+2D-4)=4l(l+D-2)$. Since $2l(2l+2D-4)=4l(l+D-2)$, one root is $L=2l$; the roots sum to $-(2D-4)$, so the other is $L=-(2l+2D-4)$. The second root is negative, and so is not the degree of a polynomial, except for $D=2$, $l=0$, where both roots are zero. The dictionary is
\begin{equation}
d=2D-2,\qquad L=2l,\qquad \omega^2=-\frac{8E}{b^2},\qquad \varepsilon=\frac{4Z}{b}.\label{dict}
\end{equation}
$R$ solves \eqref{C} if and only if $F$ solves \eqref{O} with these values. The Coulomb energy has become the spring constant and the Coulomb coupling has become the eigenvalue. The units are consistent: $Z/b$ stands for $Ze^2/4\pi\epsilon_0 b$, an energy, and $-8E/b^2$ stands for $-8E/m_eb^2$, a squared frequency. The program leaves $d$ and the centrifugal constant as unknowns in a symbolic calculation, with general $b$, and finds this unique solution and these two roots. From here on $b=1$ bohr, and $\omega$ is quoted as the energy $\hbar\omega$ in hartree.

\medskip\noindent Q: $\omega^2=-8E$ is positive only for negative $E$. So the statement as I heard it is too broad.

\medskip\noindent A: It is. The identity of the two differential equations holds for all real $E$ and $Z$, but \eqref{O} is a confining oscillator only for $E<0$. For $E=0$ it describes a free particle in $d$ dimensions and for $E>0$ an inverted oscillator.

\medskip\noindent Q: Why the square, and why this potential? Would another power do?

\medskip\noindent A: Try $r=\rho^p$. Then $d/dr=(p\rho^{p-1})^{-1}d/d\rho$, the kinetic terms share the factor $(p\rho^{p-1})^{-2}$, and multiplying by $p^2\rho^{2p-2}$ turns $Z/r$ into $p^2Z\rho^{p-2}$ and $E$ into $p^2E\rho^{2p-2}$. For an eigenvalue equation one of the two must be independent of $\rho$. The choice $p=1$ changes nothing; the choice $p=2$ makes the $Z$ term constant, and the $E$ term is then quadratic. For the Gauss-law potential $r^{2-D}$ the same multiplication by $4\rho^2$ gives $\rho^{6-2D}$, which is constant only for $D=3$. That is why the potential had to be defined as $-Z/r$.

\medskip\noindent Q: You insisted on no prefactor. If I allow $F=\rho^{\mu}R$, is $2D-2$ still the only dimension?

\medskip\noindent A: No. Identity \eqref{strip} shows that after the power $\rho^L$ is stripped off, the oscillator equation contains $d$ and $L$ only through $d+2L$. Any pair with $d+2L=2D-2+4l$, for instance $d=2D$ and $L=2l-1$ when $l\ge1$, has the same stripped function and the same levels, and its radial function differs by a power of $\rho$. The pair $(2D-2,\,2l)$ is the one for which $F(\rho)$ and $R(r)$ are the same function of the point on the half line. Within \eqref{dict} only even $L$ occurs; an odd $L$ in dimension $2D-2$ would need a half-integer $l$, which is not the degree of a polynomial.

\section{Measures and the origin}

\noindent Q: Equal differential equations do not yet mean equal quantum problems. Does the map preserve the norm?

\medskip\noindent A: It does not. With $r=\rho^2$, $dr=2\rho\,d\rho$ and $d-1=2D-3$,
\begin{equation}
r^{D-1}dr=2\rho^{2D-1}d\rho=2\rho^2\,\rho^{d-1}d\rho .\label{meas}
\end{equation}
For two functions $R_1,R_2$ with images $F_1,F_2$ this gives
\begin{align}
\int R_1R_2\,r^{D-1}dr&=2\int F_1\,\rho^2F_2\,\rho^{d-1}d\rho,\label{ip1}\\
\int R_1\frac1rR_2\,r^{D-1}dr&=2\int F_1F_2\,\rho^{d-1}d\rho .\label{ip2}
\end{align}
The exchange appears again: the Coulomb norm is a matrix element of the oscillator potential, and the oscillator norm is a matrix element of the Coulomb potential. The map is not unitary. The kinetic energy forms, on the other hand, are proportional. Define
\begin{equation}
T_C[R]=\frac12\int\Big[R'^2+\frac{l(l+D-2)}{r^2}R^2\Big]r^{D-1}dr
\end{equation}
and $T_O[F]$ in the same way with $d$, $L$, $\rho$. The gradient term transforms as $R'^2r^{D-1}dr=(F'^2/4\rho^2)\,2\rho^2\rho^{d-1}d\rho=\frac12F'^2\rho^{d-1}d\rho$. The centrifugal term transforms as $l(l+D-2)\rho^{-4}F^2\,2\rho^2\rho^{d-1}d\rho=\frac12L(L+d-2)\rho^{-2}F^2\rho^{d-1}d\rho$, because $L(L+d-2)=4l(l+D-2)$. Hence
\begin{equation}
T_C[R]=\tfrac12\,T_O[F].\label{kin}
\end{equation}

\medskip\noindent Q: If the norms differ, the two problems may accept different solutions at the origin. Then the spectra need not correspond.

\medskip\noindent A: That has to be examined. Near $r=0$ insert $R\sim r^\sigma$ in \eqref{C}. The most singular terms, of order $r^{\sigma-2}$, require $\sigma(\sigma-1)+(D-1)\sigma-l(l+D-2)=0$, which factors as $(\sigma-l)(\sigma+l+D-2)=0$. The regular solution starts as $r^l$ and the irregular one as $r^{-(l+D-2)}$. For $D=2$, $l=0$ the two exponents coincide and the irregular solution starts as $\ln r$, since $(rR')'=0$ has the solutions $1$ and $\ln r$. Under the map $r^l=\rho^{L}$, $r^{-(l+D-2)}=\rho^{-(L+d-2)}$ and $\ln r=2\ln\rho$, so regular goes to regular and irregular to irregular.

Now apply the norms to the leading term of the irregular solution, which decides convergence at the origin. On the Coulomb side the integrand is $r^{-2(l+D-2)+D-1}=r^{3-D-2l}$, integrable when $3-D-2l>-1$, that is $D+2l<4$. This covers $l=0$ with $D=3$, and $l=0$ with $D=2$, where $r\ln^2r$ is integrable. On the oscillator side the same condition reads $d+2L<4$, or $D+2l<3$, which covers only $D=2$, $l=0$. So your worry is justified for the $s$ states of three-dimensional hydrogen: $R\sim1/r$ has a finite Coulomb norm, while its image $\rho^{-2}$ has an infinite norm in four dimensions. Square integrability alone does not pair the two problems.

The condition that does pair them is finite kinetic energy, which I take as part of the definition of both Hamiltonians. For the irregular solution $R'^2r^{D-1}\propto r^{1-D-2l}$, which is integrable only if $D+2l<2$, and never is for $D\ge2$; for the logarithm $R'^2r=1/r$ also diverges. For the regular solution the integrand is finite. By \eqref{kin} the kinetic energy is finite on one side exactly when it is finite on the other, so both sides keep the regular solution and only that one. A three-dimensional $s$-wave problem that admits a $1/r$ part, which amounts to an added contact interaction at the centre, still maps as a differential equation but has no normalisable oscillator partner. The program evaluates these integrals symbolically for five pairs $(D,l)$ and asserts the pattern of finite and infinite values just derived.

\section{Levels}

\noindent Q: You will now quote the oscillator levels in $d$ dimensions. I would like them derived, with the behaviour at infinity checked in both norms.

\medskip\noindent A: Take $E<0$ and $\omega=\sqrt{-8E}>0$. Write $F=\rho^LG$. By \eqref{strip}, with $\kappa=d-1+2L$, equation \eqref{O} becomes $-\frac12[G''+\kappa G'/\rho]+\frac12\omega^2\rho^2G=\varepsilon G$. Put $G=e^{-\omega\rho^2/2}v$, so that
\begin{equation}
G'=e^{-\omega\rho^2/2}(v'-\omega\rho v),\qquad G''=e^{-\omega\rho^2/2}\big(v''-2\omega\rho v'+(\omega^2\rho^2-\omega)v\big).
\end{equation}
The terms $\omega^2\rho^2v$ cancel against the potential. Multiplying the rest by $-2$,
\begin{equation}
v''+\Big(\frac{\kappa}{\rho}-2\omega\rho\Big)v'+\big[2\varepsilon-(\kappa+1)\omega\big]v=0 .
\end{equation}
Let $x=\omega\rho^2$ and $v(\rho)=w(x)$. Then $v'=2\omega\rho\,w_x$ and $v''=2\omega w_x+4\omega x\,w_{xx}$, and the first-derivative terms are $2\omega w_x+2\kappa\omega w_x-4\omega x w_x$. Dividing by $4\omega$ gives Kummer's equation,
\begin{equation}
x\,w_{xx}+(\alpha+1-x)\,w_x+n\,w=0,\label{K}
\end{equation}
with
\begin{equation}
\alpha+1=\frac{\kappa+1}{2}=L+\frac d2,\qquad \varepsilon=\omega\,(2n+\alpha+1).\label{eps}
\end{equation}
The second relation defines the real number $n$. By the dictionary $\alpha=L+d/2-1=2l+D-2\ge0$. The program tests this reduction symbolically.

The regular solution has $w(0)\neq0$ and is a power series $w=\sum_jc_jx^j$. The coefficient of $x^j$ in \eqref{K} is $(j+1)j\,c_{j+1}+(\alpha+1)(j+1)c_{j+1}-jc_j+nc_j=0$, so
\begin{equation}
c_{j+1}=\frac{j-n}{(j+1)(j+\alpha+1)}\,c_j .\label{rec}
\end{equation}
Suppose $n$ is not a non-negative integer. Then no $c_j$ vanishes. The ratio $(j-n)/(j+\alpha+1)$ tends to 1, so for any $\theta$ with $\frac12<\theta<1$ there is a $J$ beyond which it exceeds $\theta$. For $j\ge J$ all $c_j$ have one sign and $|c_{j+1}|\ge\theta|c_j|/(j+1)$, which is the recurrence of the coefficients of $e^{\theta x}$ with an inequality. The tail of $w$ is therefore at least a constant times the tail of $e^{\theta x}$, and the polynomial left over cannot cancel it. Then $e^{-x/2}w$ grows exponentially, and both norms diverge, since they differ only by the factor $2\rho^2$. If $n=n_r$ is a non-negative integer, $c_{n_r+1}=0$, $w$ is a polynomial of degree $n_r$, proportional to the generalised Laguerre polynomial $L^{(\alpha)}_{n_r}(x)$, and the Gaussian makes both norms finite. The program sums the series for one non-integer $n$ at large $x$ and asserts that it solves \eqref{K} and that $w_x/w$ is within $0.05$ of 1.

With the conditions at both ends now matched, the bound radial functions $R$ of given $D$ and $l$ with $E<0$ correspond one to one with the radial functions $F$ of oscillators with $d=2D-2$, $L=2l$ and $\omega=\sqrt{-8E}$ whose eigenvalue is $4Z$. This pairs radial functions only; the angular multiplicities are compared further below.

\medskip\noindent Q: Then give me the hydrogenic spectrum, and answer my first doubt about the spacing.

\medskip\noindent A: Insert $\varepsilon=4Z$ and $\alpha+1=2l+D-1$ in \eqref{eps}:
\begin{equation}
4Z=\omega\,(2n_r+2l+D-1)=2\omega\nu,\qquad \nu=n_r+l+\frac{D-1}{2}.\label{quant}
\end{equation}
Hence $\omega=2Z/\nu$, and $E=-\omega^2/8$ gives
\begin{equation}
E=-\frac{Z^2}{2\nu^2},\qquad R(r)\propto r^{l}e^{-Zr/\nu}L^{(2l+D-2)}_{n_r}\!\Big(\frac{2Zr}{\nu}\Big),\label{spec}
\end{equation}
where $x=\omega\rho^2=2Zr/\nu$ was used. For $D=3$, $\nu=n_r+l+1$ is the principal quantum number and \eqref{spec} is the Bohr formula.

The spacing is no contradiction, because the relation $\varepsilon=2\nu\omega$ is read in two ways. One oscillator has fixed $\omega$, and $\varepsilon$ climbs evenly with $\nu$. One atom has fixed $\varepsilon=4Z$, so $\omega$ must fall as $1/\nu$, and $E\propto-\omega^2$ approaches zero as $1/\nu^2$. The levels of one atom belong to different oscillators, one frequency for each $\nu$. A higher level needs a softer spring, and the ionisation threshold is the limit of no spring.

Two limits follow from \eqref{quant}. Since $\omega>0$ and $\nu>0$, it needs $Z>0$: a repulsive or vanishing charge has no level with $E<0$. The ground state has $\nu=(D-1)/2$, so $E=-2Z^2/(D-1)^2$ and $\omega=4Z/(D-1)$. If $D$ is continued towards 1, this energy goes to $-\infty$ while $d$ goes to 0; $D=1$ is outside the statement.

\medskip\noindent Q: You named the integer $n_r$ as if it counted radial nodes. Does it?

\medskip\noindent A: Multiply \eqref{K} by $x^\alpha e^{-x}$. Because $(x^{\alpha+1}e^{-x})_x=(\alpha+1-x)x^\alpha e^{-x}$, it becomes $(x^{\alpha+1}e^{-x}w_x)_x=-n\,x^\alpha e^{-x}w$. Write this for two polynomial solutions $w_n$ and $w_m$, multiply each by the other solution, integrate over $x>0$ and subtract. One integration by parts makes both left sides equal to $-\int x^{\alpha+1}e^{-x}w_{n,x}w_{m,x}dx$, the boundary terms vanishing at $0$ and $\infty$, so $(n-m)\int x^\alpha e^{-x}w_nw_m\,dx=0$. The polynomials $w_0,\dots,w_{n-1}$ have degrees $0,\dots,n-1$ and span all polynomials of degree below $n$, so $w_n$ is orthogonal to all of these. If $w_n$ changed sign at only $q<n$ points $x_1,\dots,x_q$ of the positive axis, the product $w_n\prod_i(x-x_i)$ would have one sign and a nonzero weighted integral, against orthogonality. So $w_n$ has $n$ positive zeros. The map $r=\rho^2$ is monotonic, and each node at $\rho_0$ is a node at $r_0=\rho_0^2$.

\medskip\noindent Q: All of this is one chain of algebra. A slip in the chain rule would run through every line. Is there a check that does not use it?

\medskip\noindent A: The program diagonalises \eqref{C} in the variable $r$ and \eqref{O} in the variable $\rho$ separately, each in a polynomial basis in a large box. It takes the numerical Coulomb energy, forms $\omega=\sqrt{-8E}$, and asks the numerical oscillator for its level with the same index. For 36 states ($D=2$ to 5, $l=0$ to 2, $n_r=0$ to 2) at the charge $Z=1.7$ the largest deviation $|\varepsilon/4Z-1|$ printed is $10^{-12}$. It also asserts \eqref{spec}, the node counts and the Laguerre form of the numerical functions, that the match fails for dimension $2D-1$ or for $L=2l+1$, and that the lowest level in the box is positive for a repulsive charge. For $l=0$, $Z=1$ it prints ground energies $-2$, $-0.5$, $-0.222222$ and $-0.125$ hartree for $D=2,3,4,5$, with $\omega=4$, $2$, $1.333333$ and $1$ hartree, and $\varepsilon=4$ hartree each time. These are $-2/(D-1)^2$ and $4/(D-1)$.

For $E<0$, the bound radial Coulomb functions have been matched one to one with radial functions of oscillators with $d=2D-2$, $L=2l$ and eigenvalue $4Z$, which gives the hydrogenic spectrum. What remains is to relate normalisation and mean values, treat $E\ge0$, compare the angular multiplicities, and work through the hydrogen 3p state.
